\section*{The square-root terminator of the recursion method}

\section*{The problem}

A bounded Hermitian Hamiltonian $H$ and a normalised start state $|0\rangle$ generate orthonormal states by the recursion
\begin{equation}
H|n\rangle=b_{n+1}|n+1\rangle+a_n|n\rangle+b_n|n-1\rangle ,\qquad b_n>0,
\label{rec}
\end{equation}
with the last term absent for $n=0$. The local density of states $n(E)$ is the spectral density of $|0\rangle$, with $\int n(E)\,dE=1$. It occupies a single interval $[E_-,E_+]$, without a gap and without discrete levels. A computation yields a finite number of coefficients, and the question is what should replace the rest. Set
\begin{equation}
\bar E=\tfrac12(E_-+E_+),\qquad w=\tfrac14(E_+-E_-),\qquad E=\bar E+w x ,
\end{equation}
so that the band is $-2\le x\le2$.

\section*{(a) The continued fraction}

\textit{Express $G(E)=\langle0|(E-H)^{-1}|0\rangle$ through the coefficients.}

\textbf{Solution.} Let $\psi=(E-H)^{-1}|0\rangle$ have components $\psi_n$, so $G=\psi_0$. Then
\begin{align}
(E-a_0)\psi_0-b_1\psi_1&=1,\label{src}\\
(E-a_n)\psi_n-b_n\psi_{n-1}-b_{n+1}\psi_{n+1}&=0\quad(n\ge1).\label{hom}
\end{align}
Let $H^{(n)}$ be the chain that starts at site $n$, and $G^{(n)}$ the first diagonal element of its resolvent. By \eqref{hom}, the components from site 1 onwards solve the problem of $H^{(1)}$ with source $b_1\psi_0$ on its first site. Hence $\psi_1=G^{(1)}b_1\psi_0$, and \eqref{src} gives
\begin{equation}
G=\frac{1}{E-a_0-b_1^2G^{(1)}},\qquad
G^{(n)}=\frac{1}{E-a_n-b_{n+1}^2G^{(n+1)}},
\label{cf}
\end{equation}
the second relation by the same argument. The density is $n(E)=-\operatorname{Im}G(E+i0)/\pi$. We need the behaviour of $G^{(N)}$ at large $N$.

\section*{(b) Coefficients as norms of polynomials}

\textit{Relate the product $b_1\cdots b_n$ to a minimum problem, and write it on the unit circle.}

\textbf{Solution.} By \eqref{rec}, $|n\rangle=p_n(H)|0\rangle$ with $p_0=1$ and
\begin{equation}
b_{n+1}p_{n+1}=(E-a_n)p_n-b_np_{n-1}.
\label{poly}
\end{equation}
Orthonormality of the states reads $\int p_mp_n\,n(E)\,dE=\delta_{mn}$. The leading term of $p_n$ is $E^n/(b_1\cdots b_n)$, which is $w^nx^n/(b_1\cdots b_n)$ in terms of $x$. The polynomial with leading term $x^n$ is therefore
\begin{equation}
P_n=p_n\prod_{k=1}^n\frac{b_k}{w},\qquad \|P_n\|^2=\prod_{k=1}^n\Big(\frac{b_k}{w}\Big)^2 .
\label{norm}
\end{equation}
Any other monic polynomial of degree $n$ is $P_n+R$ with $R$ of lower degree. Since $R$ is orthogonal to $P_n$, its norm squared is $\|P_n\|^2+\|R\|^2$. Thus $P_n$ has the smallest norm.

Put $x=2\cos\theta=z+1/z$ with $z=e^{i\theta}$. As $|dE|=2w\sin\theta\,d\theta$ on $0<\theta<\pi$, and the integrand is even in $\theta$,
\begin{equation}
\int F\,n\,dE=\int_{-\pi}^{\pi}F\,n\,w|\sin\theta|\,d\theta=\langle Ff\rangle,\qquad f=2\pi w\,n(E)|\sin\theta| ,
\end{equation}
where $\langle\cdot\rangle=\frac1{2\pi}\int_{-\pi}^{\pi}(\cdot)\,d\theta$.

We now assume that $f$ is bounded, $f\le M$, and that $\log f$ is square-integrable. Near an edge the distance in energy grows as $\theta^2$. A density vanishing as the square root of that distance gives $f\sim\theta^2$, and one diverging as the inverse square root gives finite $f$; both are allowed, and so are interior kinks. An interior logarithmic divergence of $n(E)$ is outside this proof.

\section*{(c) A lower bound on the norm}

\textit{Write $f=|D|^2$ with $D$ analytic in the unit disc, and bound $\|P_n\|$ from below.}

\textbf{Solution.} Since $\log f$ is real and even, $\log f=c_0+\sum_{k\ge1}c_k(z^k+z^{-k})$ with real $c_k=\langle\log f\cos k\theta\rangle$. Define
\begin{equation}
D(z)=\exp\Big(\frac{c_0}2+\sum_{k\ge1}c_kz^k\Big),\qquad \Gamma=D(0)^2=e^{\langle\log f\rangle}.
\end{equation}
On the circle $\log|D|^2=\log f$, so $|D|^2=f$. Inside, $\log|D|^2$ is the Poisson average of $\log f$, an average with positive weights, so $|D|^2\le M$. As the radius tends to 1, the exponent converges in mean square to its boundary values, hence almost everywhere along a subsequence of radii. Because $D$ is bounded, $D$ then converges in mean square too. Its boundary values therefore contain no negative powers of $z$, and the constant term is $D(0)$.

Use the inner product $(F,K)=\langle F^*K\rangle$. Then $\|P_n\|^2=\langle P_n^2f\rangle=\|P_nD\|^2$. Compare $P_nD$ with the two unit vectors
\begin{equation}
u=z^{-n},\qquad v=z^nD/D^* .
\end{equation}
As $P_n$ is monic in $z+1/z$, its highest and lowest terms are $z^n$ and $z^{-n}$, both with coefficient 1. So $z^nP_n$ is 1 plus positive powers, and
\begin{align}
(u,P_nD)&=\langle z^nP_nD\rangle=D(0),\\
(v,P_nD)&=\langle z^{-n}(D^*/D)P_nD\rangle=\langle z^{-n}P_nD^*\rangle=D(0).
\end{align}
The last mean is the complex conjugate of the first, because $P_n$ is real on the circle, and $D(0)$ is real. The mutual overlap is
\begin{equation}
\varepsilon_n=(u,v)=\langle z^{2n}D/D^*\rangle .
\end{equation}
It is real, since $\theta\to-\theta$ conjugates the integrand. It is also a Fourier coefficient of a bounded function; such coefficients are square-summable, so $\varepsilon_n\to0$. The Cauchy--Schwarz inequality for $u+v$ and $P_nD$ gives $4\Gamma\le(2+2\varepsilon_n)\|P_n\|^2$, or
\begin{equation}
\|P_n\|^2\ge\frac{2\Gamma}{1+\varepsilon_n}.
\label{lower}
\end{equation}

\section*{(d) The limit of $b_n$}

\textit{Find a matching upper bound and deduce the limit of $b_n$.}

\textbf{Solution.} Take a polynomial $g(z)=1+g_1z+\dots+g_dz^d$ with real coefficients and fixed degree $d<n$. On the circle let
\begin{equation}
Q=z^{-n}g+(z^{-n}g)^*=\sum_{k=0}^dg_k\big(z^{n-k}+z^{-(n-k)}\big),\qquad g_0=1.
\end{equation}
Each $C_m=z^m+z^{-m}$ with $m\ge1$ is a monic polynomial of degree $m$ in $x$: $C_1=x$, $C_2=x^2-2$, and $C_{m+1}=xC_m-C_{m-1}$. So $Q$ is monic of degree $n$. By the minimum property,
\begin{equation}
\|P_n\|^2\le\langle Q^2f\rangle=2\langle|g|^2f\rangle+2\operatorname{Re}\langle z^{-2n}g^2f\rangle .
\end{equation}
The last term is a Fourier coefficient of the bounded function $g^2f$ and vanishes as $n\to\infty$. Hence $\limsup\|P_n\|^2\le2\langle|g|^2f\rangle$ for every such $g$.

To choose $g$ well, let $f_\delta=f+\delta$ with $\delta>0$, and build $D_\delta$ and $\Gamma_\delta$ from $f_\delta$ as in (c). The function $h=D_\delta(0)/D_\delta$ is analytic with $h(0)=1$. It is bounded, because the Poisson average of $\log f_\delta$ is at least $\log\delta$. On the circle $|h|^2f_\delta=\Gamma_\delta$. Take for $g$ the Taylor polynomials of $h$, which converge to $h$ in mean square. Since $f_\delta$ is bounded, $\langle|g|^2f_\delta\rangle\to\Gamma_\delta$ as $d\to\infty$. With $f\le f_\delta$ this gives $\limsup\|P_n\|^2\le2\Gamma_\delta$. Finally let $\delta\to0$: $\log(f+\delta)$ decreases to $\log f$ and stays between integrable bounds, so $\Gamma_\delta\to\Gamma$. Together with \eqref{lower},
\begin{equation}
\|P_n\|^2\to2\Gamma>0 .
\end{equation}
By \eqref{norm}, $b_n/w=\|P_n\|/\|P_{n-1}\|\to1$. The off-diagonal coefficients tend to a quarter of the bandwidth.

The proof can be watched on the density proportional to $(2+x)(1+x^2/2)$ on $[-2,2]$. There $2\Gamma=0.8793$, while $\|P_n\|^2$ is $0.8928$ at $n=15$ and $0.8829$ at $n=60$. The trial polynomial $Q$ built from the $g$ of degree $d=40$ that minimises $\langle|g|^2f\rangle$ at $g_0=1$ gives $0.9302$ at $n=60$, above the minimum as it must be.

The absence of a gap matters. A uniform density on $[-2,-1]$ and $[1,2]$ has total width 4, a quarter of which is 1, but the program finds $b_{59}=1.500$ and $b_{60}=0.500$. In this case $f$ vanishes on a whole interval, $\log f$ is not integrable, and the argument has no starting point.

\section*{(e) The limit of $a_n$}

\textit{Use the near-equality of the two bounds to find the limit of $a_n$.}

\textbf{Solution.} Expanding the square with the overlaps from (c),
\begin{align}
\|P_nD-D(0)(u+v)\|^2&=\|P_n\|^2-2D(0)\cdot2D(0)+\Gamma(2+2\varepsilon_n)\nonumber\\
&=\|P_n\|^2-2\Gamma+2\Gamma\varepsilon_n\to0 .
\end{align}
Thus $P_nD$ approaches $F_0=D(0)(u+v)$, the sum of two waves running in opposite directions along the chain. Since $a_n=\langle n|H|n\rangle$,
\begin{equation}
\frac{a_n-\bar E}{w}=\int x\,p_n^2\,n\,dE=\frac{\langle2\cos\theta\,|P_nD|^2\rangle}{\|P_n\|^2}.
\end{equation}
Replacing $P_nD$ by $F_0$ changes the numerator by at most $2\|P_nD-F_0\|\,(\|P_nD\|+\|F_0\|)\to0$. What remains is
\begin{equation}
\Gamma\langle2\cos\theta\,|u+v|^2\rangle=\Gamma\big\langle2\cos\theta\,[2+2\operatorname{Re}(z^{2n}D/D^*)]\big\rangle\to0 .
\end{equation}
The first term has zero mean, and the second consists of Fourier coefficients of a bounded function. The denominator tends to $2\Gamma>0$, so $a_n\to\bar E$, the band centre.

From here on we write the limits as
\begin{equation}
a=\frac{E_-+E_+}2,\qquad b=\frac{E_+-E_-}4 .
\label{limits}
\end{equation}

\section*{(f) The tail}

\textit{Find the limit of $G^{(N)}(E)$ for $\operatorname{Im}E>0$, including the choice of root.}

\textbf{Solution.} Let $H_\infty$ be the semi-infinite chain with constant coefficients $a,b$, and $t$ its first diagonal resolvent element. The identity
\begin{equation}
(E-H^{(N)})^{-1}-(E-H_\infty)^{-1}=(E-H^{(N)})^{-1}(H^{(N)}-H_\infty)(E-H_\infty)^{-1}
\end{equation}
and the bound $1/\operatorname{Im}E$ on the norm of each resolvent give
\begin{equation}
|G^{(N)}-t|\le\frac{\eta_N}{(\operatorname{Im}E)^2},\qquad
\eta_N=\sup_{n\ge N}|a_n-a|+2\sup_{n>N}|b_n-b| .
\label{bound}
\end{equation}
By (d) and (e), $\eta_N\to0$, so $G^{(N)}\to t$.

Removing the first site of the constant chain leaves the same chain. Hence \eqref{cf} becomes
\begin{equation}
t=\frac1{E-a-b^2t}\quad\Longrightarrow\quad b^2t^2-(E-a)t+1=0 .
\end{equation}
A resolvent element decays as $1/E$ at large $|E|$. The root that does so is
\begin{equation}
t(E)=\frac{E-a-\sqrt{E-a-2b}\,\sqrt{E-a+2b}}{2b^2},
\label{term}
\end{equation}
with principal square roots. Indeed the product of the two square roots in \eqref{term} is $E-a-2b^2/(E-a)+\dots$ at large $|E|$, which leaves $t\simeq1/(E-a)$. The two solutions coincide only at $E=a\pm2b$, so continuity fixes the same choice throughout the upper half-plane. This is the square-root terminator.

Just above the real axis inside the band, $\sqrt{E-a-2b}=i\sqrt{2b-(E-a)}$, and
\begin{equation}
t=\frac{E-a-i\sqrt{4b^2-(E-a)^2}}{2b^2}.
\label{inband}
\end{equation}
The imaginary part is nonzero for $|E-a|<2b$: the constant chain has the original band edges. It has a continuous spectrum and no far end to reflect amplitude, whereas a chain cut after $N$ sites reflects it and has discrete levels.

\section*{(g) The terminated density}

\textit{Keep $a_0,\dots,a_{N-1}$ and $b_1,\dots,b_N$, and set $G^{(N)}=t$. Find the density $n_N(E)$ inside the band and the moments that stay exact.}

\textbf{Solution.} Equations \eqref{src} and \eqref{hom} hold with $\psi_N=b_Nt\,\psi_{N-1}$. Multiply the equation for $\psi_n$ by $p_n$, multiply \eqref{poly} by $\psi_n$, and subtract. For $n\ge1$ the terms in $E-a_n$ cancel:
\begin{equation}
b_{n+1}(p_n\psi_{n+1}-p_{n+1}\psi_n)=b_n(p_{n-1}\psi_n-p_n\psi_{n-1}).
\end{equation}
For $n=0$ the left side is $(E-a_0)\psi_0-1-(E-a_0)\psi_0=-1$. The value $-1$ is carried along the chain to $n=N-1$, so that
\begin{equation}
\psi_{N-1}=\frac{1}{b_N\,(p_N-b_Nt\,p_{N-1})}.
\end{equation}
A second conserved quantity is the current. Multiply \eqref{hom} by $\psi_n^*$ and take the imaginary part at real $E$:
\begin{equation}
b_{n+1}\operatorname{Im}(\psi_n^*\psi_{n+1})=-b_n\operatorname{Im}(\psi_n^*\psi_{n-1})=b_n\operatorname{Im}(\psi_{n-1}^*\psi_n).
\end{equation}
At the first site, \eqref{src} gives $b_1\operatorname{Im}(\psi_0^*\psi_1)=-\operatorname{Im}\psi_0^*=\operatorname{Im}\psi_0$. Therefore
\begin{equation}
\operatorname{Im}G=b_N\operatorname{Im}(\psi_{N-1}^*\psi_N)=b_N^2|\psi_{N-1}|^2\operatorname{Im}t .
\end{equation}
Inserting $\psi_{N-1}$ and \eqref{inband},
\begin{equation}
n_N(E)=\frac{\sqrt{4b^2-(E-a)^2}}{2\pi b^2\,|p_N-b_Nt\,p_{N-1}|^2}.
\label{dens}
\end{equation}
The denominator cannot vanish inside the band: $\operatorname{Im}t\ne0$ would require $p_{N-1}=p_N=0$, and \eqref{poly} run backwards would then give $p_0=0$. Outside the band it can vanish, which means a spurious discrete level. The weight of $n_N$ inside the band reveals this.

The moment $\langle0|H^m|0\rangle$ is a sum over closed walks of $m$ steps along the chain. A walk needs $2N$ steps to reach site $N$ and return, and one more to use $a_N$. Moments $0$ to $2N$ are therefore exact. The next one contains a single walk with $a_N$, so
\begin{equation}
\mu^{\rm term}_{2N+1}-\mu_{2N+1}=(a-a_N)\prod_{k=1}^Nb_k^2 .
\end{equation}
The bound \eqref{bound} also applies to the whole chain, so the terminated $G$ converges to the exact one for $\operatorname{Im}E>0$. It does not establish convergence of $n_N(E)$ at each real energy.

\section*{(h) A cubic band}

\textit{Apply the terminator to an $s$ band on the simple cubic lattice with hopping elements $-t_1=-1$ eV to first and $-t_2=-0.1$ eV to second neighbours, starting from one site.}

\textbf{Solution.} With $c_i=\cos k_i$ and unit lattice constant,
\begin{equation}
E(\mathbf k)=-2t_1(c_1+c_2+c_3)-4t_2(c_1c_2+c_1c_3+c_2c_3).
\end{equation}
This is linear in each $c_i$, so its extremes lie at $c_i=\pm1$:
\begin{align}
E_-&=-6-1.2=-7.2\ \text{eV},& E_+&=6-1.2=4.8\ \text{eV},\\
a&=\tfrac12(-7.2+4.8)=-1.2\ \text{eV},& b&=\tfrac14(12.0)=3.0\ \text{eV}.
\end{align}
The derivative $\partial E/\partial k_1=\sin k_1\,[2t_1+4t_2(c_2+c_3)]$ has a bracket of at least $1.2$ eV, and likewise for the other directions. All stationary points thus have $\sin k_i=0$, and they are ordinary extrema or saddles. In three dimensions these give square-root edges and finite interior kinks, here at $-1.6$ and $2.4$ eV. The assumptions of (b) hold.

The computed coefficients, in eV, are
\begin{center}
\begin{tabular}{rcc}
$n$ & $a_n$ & $b_{n+1}$\\
0 & $0.000$ & 2.474\\
1 & $-1.184$ & 3.012\\
4 & $-1.294$ & 2.966\\
10 & $-1.205$ & 3.004\\
30 & $-1.192$ & 3.001\\
50 & $-1.200$ & 3.000
\end{tabular}
\end{center}
For $n=50$ to $59$ the largest deviations from the limits are $0.003$ eV for $a_n$ and $0.001$ eV for $b_{n+1}$. The approach is not monotonic; that the interior kinks cause the fluctuations is a conjecture here.

One level can be done by hand. At $E=0.5$ eV, $E-a=1.7$ eV, and \eqref{inband} gives
\begin{equation}
t=\frac{1.7-i\sqrt{36-2.89}}{18}=0.0944-0.3197\,i\ \text{eV}^{-1}.
\end{equation}
With $p_1=0.5/2.474=0.2021$ and $b_1t=0.2336-0.7908\,i$, the squared modulus in \eqref{dens} is $0.0315^2+0.7908^2=0.6264$. Hence $n_1=0.3197/(0.6264\,\pi)=0.162$ eV$^{-1}$. Direct band integration, averaged over a window of $\pm0.05$ eV, gives $0.1451$ eV$^{-1}$, so one level is 12\% too high. With 5, 20 and 60 levels the result is $0.1416$, $0.1461$ and $0.1449$ eV$^{-1}$. Improvement is not uniform in energy: at $-3$ eV, 20 levels are slightly worse than 5.

The gain over simply cutting the chain shows in $G$ at $0.3$ eV above the real axis. Over 25 energies spanning the band, the largest absolute error relative to the direct $\mathbf k$ sum is $0.11$ eV$^{-1}$ for 20 levels cut off. It is $7\times10^{-4}$ eV$^{-1}$ for the same 20 levels with the terminator, and $3\times10^{-6}$ eV$^{-1}$ for 60 levels with it. The 60-level density has weight $1.000000$ inside the band, so no spurious level is visible at that accuracy. The numerical check also confirms the moment formula for $N=6$ and the choice of root in \eqref{term}.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL DENSITY (2+x)(1+x^2/2) on [-2,2], dimensionless
a_60 = 0.000133, b_60 = 0.999966
2*Gamma = 0.879344
n=15: norm^2 = 0.892830, lower bound = 0.879344
n=15: overlap eps_n = 0.000000, rel. residual = 0.015331
n=60: norm^2 = 0.882930, lower bound = 0.879344
n=60: overlap eps_n = -0.000000, rel. residual = 0.004068
trial upper bound, n=60, degree 40: 0.930196
two bands [-2,-1],[1,2]: b_59 = 1.5000, b_60 = 0.5001
CUBIC LATTICE BAND
t1 = 1.00 eV, t2 = 0.10 eV
band edges: -7.2000 eV and 4.8000 eV
interior corner energies: -1.6000 eV and 2.4000 eV
centre a = -1.2000 eV, quarter width b = 3.0000 eV
n= 0: a_n = -0.00000 eV, b_(n+1) = 2.47386 eV
n= 1: a_n = -1.18431 eV, b_(n+1) = 3.01238 eV
n= 2: a_n = -1.30976 eV, b_(n+1) = 3.00724 eV
n= 3: a_n = -1.04256 eV, b_(n+1) = 3.02703 eV
n= 4: a_n = -1.29391 eV, b_(n+1) = 2.96616 eV
n= 5: a_n = -1.17923 eV, b_(n+1) = 3.00887 eV
n=10: a_n = -1.20508 eV, b_(n+1) = 3.00360 eV
n=20: a_n = -1.19295 eV, b_(n+1) = 3.00427 eV
n=30: a_n = -1.19240 eV, b_(n+1) = 3.00099 eV
n=40: a_n = -1.19689 eV, b_(n+1) = 2.99963 eV
n=50: a_n = -1.20020 eV, b_(n+1) = 3.00033 eV
n=59: a_n = -1.20001 eV, b_(n+1) = 2.99937 eV
largest |a_n - a|, n=50..59: 0.00334 eV
largest |b_n - b|, n=51..60: 0.00086 eV
real-space vs k-mesh, 20 levels: 6.0e-15 eV
moment 13 error, 6 levels: 3001.03 eV^13, predicted 3001.03 eV^13
largest Green function error at eta = 0.30 eV, in 1/eV:
  20 levels, cut off:    1.09e-01
  20 levels, terminated: 6.64e-04
  60 levels, terminated: 3.05e-06
density in 1/eV: 5, 20, 60 levels; direct band integration
  E=-5.00 eV: 0.03066 0.03035 0.03033; 0.03033
  E=-3.00 eV: 0.06108 0.06102 0.06114; 0.06121
  E= 0.50 eV: 0.14157 0.14605 0.14494; 0.14508
  E= 3.50 eV: 0.07029 0.07219 0.07267; 0.07264
integrated density (states): 60 levels; direct
  E=-5.00 eV: 0.03943; 0.03943
  E=-3.00 eV: 0.12761; 0.12761
  E= 0.50 eV: 0.53625; 0.53625
  E= 3.50 eV: 0.94154; 0.94154
terminated weight inside the band: 1.000000
\end{verbatim}
